# Why a planar three-coordinate oxygen keeps a sigma-free p orbital

Q: Some oxygen atoms in hafnia have three hafnium neighbours. I am told that if such an oxygen lies in the plane of its neighbours, one of its 2p orbitals takes no part in sigma bonding. But there are three p orbitals and three neighbours. Why doesn't each neighbour get one?

A: Because what counts is the number of independent bond directions, not the number of neighbours. Three bonds in one plane span two dimensions, while the p orbitals span three. To turn that into a statement about hopping, we need to say what sigma means.

Put the oxygen at the origin. Let $\mathbf u=(l,m,n)$ be the unit vector from it to one hafnium, and let $z$ be the normal to the plane. A p orbital pointing along a unit vector $\mathbf a$ has the form $p_{\mathbf a}\propto(\mathbf a\cdot\mathbf r)f(r)$. A sigma orbital on hafnium is one that is unchanged by any rotation about the bond: an s orbital, a p orbital along the bond, or the d orbital with its long lobes along the bond.

I use the two-centre approximation: the hopping between two atoms is computed as if those two were alone, so the Hamiltonian of the pair is symmetric about the bond.

Q: How does the hopping depend on the direction of the p orbital?

A: Split its direction into parts along and across the bond:

$$\mathbf a=(\mathbf a\cdot\mathbf u)\,\mathbf u+\mathbf a_\perp,\qquad \mathbf a_\perp\cdot\mathbf u=0 .$$

Since $p_{\mathbf a}$ is linear in $\mathbf a$, it splits in the same way. Now turn everything by 180° about the bond. The part across the bond changes sign, while the sigma orbital and the pair Hamiltonian do not. The matrix element between them therefore equals its own negative, and is zero. Only the part along the bond remains:

$$t_\sigma=\langle p_{\mathbf a}|H|\sigma_{\mathbf u}\rangle=(\mathbf a\cdot\mathbf u)\,V_\sigma .$$

Here $V_\sigma$ is the hopping when the p orbital points straight at the hafnium. It depends on the bond length and on the kind of hafnium orbital, but not on direction.

For the out-of-plane orbital, $\mathbf a=\hat{\mathbf z}$ and $t_\sigma=nV_\sigma$. Each bond lies in the plane, so $n=0$ for each, and all three sigma hoppings vanish separately. Nothing cancels between neighbours, so the bonds may have unequal lengths and angles.

Q: The Slater-Koster table lists hopping to $d_{xy}$, $d_{xz}$ and so on, not to an orbital aligned with the bond. Does the zero survive there?

A: Yes, and the table can be built from the same argument. Write each d orbital as a quadratic form times a radial function,

$$Q_d(\mathbf r)=\mathbf r\cdot A_d\mathbf r,$$

with $Q_{xy}=\sqrt3\,xy$, $Q_{yz}=\sqrt3\,yz$, $Q_{xz}=\sqrt3\,xz$, $Q_{x^2-y^2}=\tfrac{\sqrt3}{2}(x^2-y^2)$ and $Q_{3z^2-r^2}=\tfrac12(2z^2-x^2-y^2)$. The matrices $A_d$ are symmetric and traceless, and they satisfy $\mathrm{tr}(A_dA_{d'})=\tfrac32\delta_{dd'}$. Hence the coefficient of orbital $d$ in any normalized d orbital with matrix $B$ is $\tfrac23\mathrm{tr}(A_dB)$.

The sigma orbital of the bond is $\tfrac12[3(\mathbf u\cdot\mathbf r)^2-r^2]$, with $B=\tfrac12(3\mathbf u\mathbf u^T-1)$. Because $A_d$ has no trace, its coefficient is

$$\tfrac23\cdot\tfrac32\,\mathbf u\cdot A_d\mathbf u=Q_d(\mathbf u).$$

A p orbital along a unit vector $\mathbf v$ across the bond couples to the pi orbital $\sqrt3(\mathbf u\cdot\mathbf r)(\mathbf v\cdot\mathbf r)$. The other d orbitals are excluded: the half-turn about the bond removes those even under it, and reflection in the plane of $\mathbf u$ and $\mathbf v$ removes the second pi orbital. Here $B=\tfrac{\sqrt3}{2}(\mathbf u\mathbf v^T+\mathbf v\mathbf u^T)$, so the coefficient is

$$\tfrac23\sqrt3\,\mathbf u\cdot A_d\mathbf v=\tfrac1{\sqrt3}\,\mathbf v\cdot\nabla Q_d(\mathbf u),$$

since $\nabla Q_d(\mathbf u)=2A_d\mathbf u$. For the part $\mathbf a_\perp$ we need

$$\mathbf a_\perp\cdot\nabla Q_d(\mathbf u)=\partial_aQ_d(\mathbf u)-(\mathbf a\cdot\mathbf u)\,\mathbf u\cdot\nabla Q_d(\mathbf u)=\partial_aQ_d(\mathbf u)-2(\mathbf a\cdot\mathbf u)Q_d(\mathbf u).$$

Adding the sigma and pi parts gives the full hopping:

$$T_{ad}=V_{pd\sigma}(\mathbf a\cdot\mathbf u)Q_d(\mathbf u)+\frac{V_{pd\pi}}{\sqrt3}\left[\partial_aQ_d(\mathbf u)-2(\mathbf a\cdot\mathbf u)Q_d(\mathbf u)\right].$$

For example, $\mathbf a=\hat{\mathbf z}$ and $d=xz$ give the familiar entry

$$T_{z,xz}=\sqrt3\,n^2l\,V_{pd\sigma}+l(1-2n^2)V_{pd\pi}.$$

Now set $n=0$. For $\mathbf a=\hat{\mathbf z}$ every sigma term carries the factor $\mathbf a\cdot\mathbf u=n$ and disappears. What remains is $\partial_zQ_d/\sqrt3$, which is $l$ for $xz$, $m$ for $yz$, and zero for the other three:

$$T_{z,xz}=l\,V_{pd\pi},\qquad T_{z,yz}=m\,V_{pd\pi}.$$

I compared these angular laws with integrals over Gaussian orbitals 0.21 nm apart, in eight random directions, using kinetic energy plus the attraction of a point charge on each atom. The largest disagreement was $4\times10^{-16}$ hartree. The Gaussians test the angles; their integrals do not describe hafnia.

Q: So the orbital isn't non-bonding after all?

A: It is free of sigma hopping to its three neighbours, which is a weaker statement. It keeps its pi hopping. Since $l^2+m^2=1$ in the plane, the squared hopping to each hafnium is $(l^2+m^2)V_{pd\pi}^2=V_{pd\pi}^2$, the full pi value.

Take round parameters in the rough regime of hafnia: $V_{pd\sigma}=-2.8$ eV, $V_{pd\pi}=1.3$ eV, and bonds at 0°, 105° and 215° in the plane. The angles between bonds are then 105°, 110° and 145°, deliberately unequal. The second hafnium has $l=\cos105°=-0.259$ and $m=\sin105°=0.966$, so $p_z$ hops to its $d_{xz}$ with $-0.336$ eV and to its $d_{yz}$ with 1.256 eV. The sigma hopping is zero.

Q: Could I choose some other p orbital, tilted out of the plane, that also escapes sigma bonding?

A: An escaping orbital must satisfy $\mathbf a\cdot\mathbf u_i=0$ for all three bonds. These are three linear equations for $\mathbf a$. They have a non-zero solution if and only if

$$\det(\mathbf u_1,\mathbf u_2,\mathbf u_3)=0,$$

which means that the bond vectors are coplanar. If they are not all on one line, the solution is unique up to sign: the normal to the plane.

To measure how strongly any p orbital is sigma-coupled, add the squares of its direction factors:

$$\sum_i(\mathbf a\cdot\mathbf u_i)^2=\mathbf a\cdot M\mathbf a,\qquad M=\sum_i\mathbf u_i\mathbf u_i^T .$$

The eigenvalues $\mu$ of $M$ are the sigma strengths of three perpendicular p orbitals. They add up to $\mathrm{tr}\,M=3$, one for each bond. In the planar case $p_z$ has $\mu=0$. With bond directions $\varphi_i$, the identities $\cos^2\varphi=\tfrac12(1+\cos2\varphi)$, $\sin^2\varphi=\tfrac12(1-\cos2\varphi)$ and $\sin\varphi\cos\varphi=\tfrac12\sin2\varphi$ give the in-plane block

$$M_\parallel=\frac32+\frac12\begin{pmatrix}C&S\\S&-C\end{pmatrix},\qquad C=\sum_i\cos2\varphi_i,\quad S=\sum_i\sin2\varphi_i .$$

The matrix shown has eigenvalues $\pm\sqrt{C^2+S^2}$, so

$$\mu_\pm=\frac32\pm\frac12\sqrt{C^2+S^2}.$$

For our angles $C=0.476$ and $S=0.440$, which gives $\mu=1.176$ and 1.824. Three bonds at 120° would have $C=S=0$ and share the strength equally, 3/2 each. If all three bonds lay on one line, $\sqrt{C^2+S^2}$ would be 3 and a second orbital would become sigma-free.

Q: Hafnia also has oxygens with four neighbours. What happens there?

A: Take a regular tetrahedron as the ideal case, with bonds along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, each divided by $\sqrt3$. Every diagonal element of $M$ is $4\times\tfrac13$. Each off-diagonal element has two products of $+\tfrac13$ and two of $-\tfrac13$, so it vanishes. Thus $\mu=4/3=1.333$ for every p orbital, and none escapes. The real four-coordinate sites are distorted, but as long as their bonds span three dimensions $M$ has no zero eigenvalue.

Q: You computed each pair as if it were alone. In the solid, the other atoms also act on the electron. Do they spoil the zero?

A: Not the atoms in the same plane. Reflect the planar unit of one oxygen and three hafniums through its plane. The atoms stay where they are, $p_z$ changes sign, and the sigma orbitals of the in-plane bonds do not. Both the Hamiltonian element and the overlap therefore vanish, even with the potentials of all four atoms included. With the Gaussian orbitals these elements stayed below $10^{-9}$ in atomic units.

Atoms above and below can spoil it, unless they too are arranged symmetrically about the plane. In the same Gaussian pair, a point charge of $+4e$ placed 0.36 nm above the oxygen produced a coupling of 0.050 eV between $p_z$ and the s orbital of the neighbour. This value shows only that the zero is broken. The charge is bare, and other plausible Gaussian exponents give anything from about 0.006 to 0.35 eV. The mirror belongs to the unit, not in general to the crystal.

Q: Where does the orbital sit in energy?

A: Consider the isolated OHf$_3$ unit. Put the oxygen p level at zero, the hafnium d levels at $\Delta_d=8$ eV and the s level at $\Delta_s=12$ eV, with $V_{ps\sigma}=-2.5$ eV. I take the basis orbitals as orthogonal and leave out hafnium p orbitals and hopping between hafniums.

Let $\mathbf c$ hold the three oxygen amplitudes, and let $b_k$ be the amplitude on hafnium orbital $k$, with hopping vector $\mathbf t_k$ and level $\Delta_k$. The Schrödinger equation reads

$$E\,b_k=\Delta_kb_k+\mathbf t_k\cdot\mathbf c,\qquad E\,\mathbf c=\sum_k\mathbf t_kb_k .$$

The first equation gives $b_k=\mathbf t_k\cdot\mathbf c/(E-\Delta_k)$, and the second becomes

$$E\,\mathbf c=\sum_k\frac{\mathbf t_k\mathbf t_k^T}{E-\Delta_k}\,\mathbf c .$$

For one bond, the sum over d orbitals is $V_{pd\sigma}^2\mathbf u\mathbf u^T+V_{pd\pi}^2(1-\mathbf u\mathbf u^T)$: sigma strength along the bond, pi strength across it. The s orbital adds $V_{ps\sigma}^2\mathbf u\mathbf u^T$. Summed over three bonds, everything depends on $M$, so its eigenvectors solve the problem:

$$E=\frac{3V_{pd\pi}^2+(V_{pd\sigma}^2-V_{pd\pi}^2)\mu}{E-\Delta_d}+\frac{V_{ps\sigma}^2\,\mu}{E-\Delta_s}.$$

For $p_z$, $\mu=0$ and $E(E-\Delta_d)=3V_{pd\pi}^2$. The lower root is

$$E_z=\frac{\Delta_d}{2}-\sqrt{\frac{\Delta_d^2}{4}+3V_{pd\pi}^2}=4-\sqrt{16+5.07}=-0.590\ \text{eV}.$$

The in-plane orbitals come out at $-1.790$ and $-2.365$ eV. Diagonalizing the full 21-orbital unit gives the same three levels. The p$_z$ level is highest because its missing sigma hopping leaves it pushed down least; the condition $|V_{pd\sigma}|>|V_{pd\pi}|$ is sufficient for this, though not necessary, since the s orbital also pushes the in-plane levels down. It lies 1.20 eV above the next one.

Its oxygen share follows from $b_k$. The total weight on hafnium, relative to oxygen, is $3V_{pd\pi}^2/(E_z-\Delta_d)^2=5.07/8.59^2=0.069$, so the oxygen share is $1/1.069=0.936$. If $V_{pd\pi}$ is set to zero, the level returns to 0 eV and the orbital is wholly on oxygen. Within this unit, pi hopping is thus what separates our sigma-free orbital from a truly non-bonding one.

Q: No real oxygen is perfectly planar. How quickly does the zero fail?

A: Raise the oxygen by $h$ above the plane of the hafniums and keep the bond length $d$ fixed, so the hafniums move inward a little. Every bond then has $n=-h/d$, and

$$|t_\sigma|=|V_{pd\sigma}|\,\frac hd .$$

The hopping grows linearly. At $h=0.02$ nm it is $2.8\times0.02/0.21=0.267$ eV, about a tenth of the full sigma value.

The sigma strength starts as $h^2$. With $u_i=(\sqrt{1-n^2}\cos\varphi_i,\sqrt{1-n^2}\sin\varphi_i,n)$, expanding the determinant along the three equal entries $n$ gives

$$\det(\mathbf u_1,\mathbf u_2,\mathbf u_3)=n(1-n^2)D,$$

where $D$ is the sum of the sines of the three angles between bonds, here $0.966+0.940+0.574=2.479$. The product of the eigenvalues of $M$ is the square of this determinant. To leading order the two large eigenvalues keep their planar values, so

$$\mu_{\min}\simeq\frac{D^2}{\mu_+\mu_-}\frac{h^2}{d^2}=\frac{6.15}{1.176\times1.824}\,\frac{h^2}{d^2}=2.87\,\frac{h^2}{d^2}.$$

At 0.02 nm this is 0.0260, as the diagonalization finds. The factor is below 3, the value for $p_z$ itself, because the least-coupled orbital tilts slightly away from the normal. Since the determinant is no longer zero, no orbital escapes completely.

For the energy, differentiate the level equation at $\mu=0$. Moving the change of the first denominator to the left gives

$$\frac{dE}{d\mu}\left[1+\frac{3V_{pd\pi}^2}{(E_z-\Delta_d)^2}\right]=\frac{V_{pd\sigma}^2-V_{pd\pi}^2}{E_z-\Delta_d}+\frac{V_{ps\sigma}^2}{E_z-\Delta_s}.$$

The bracket is 1.069. The right side is $-6.15/8.59-6.25/12.59=-1.21$ eV, so $dE/d\mu=-1.13$ eV. At 0.02 nm the level should fall by $1.13\times0.026=0.029$ eV, in agreement with the computed change from $-0.5902$ to $-0.6196$ eV.

Q: If puckering lowers the filled $p_z$ level, does it drive the oxygen out of the plane and help make hafnia ferroelectric?

A: That does not follow. All three oxygen levels are filled, so their sum is what matters. For hoppings small compared with $\Delta_d$ and $\Delta_s$, replace $E$ by zero in the denominators:

$$E_\mu\simeq-\frac{3V_{pd\pi}^2+(V_{pd\sigma}^2-V_{pd\pi}^2)\mu}{\Delta_d}-\frac{V_{ps\sigma}^2\mu}{\Delta_s}.$$

The sum over the three orbitals contains $\mu$ only through $\mathrm{tr}\,M=3$, which puckering at fixed bond length does not change. What $p_z$ gains, the in-plane orbitals lose. At this order the model has no electronic preference for or against puckering. With our parameters the hoppings are not very small, so the cancellation is incomplete: in the full unit at $h=0.02$ nm the in-plane levels rise by 0.023 eV in total while $p_z$ falls by 0.029 eV. The sum drops by about 0.007 eV, a fifth of the $p_z$ gain, which is a weak preference for puckering. Bond-length changes and ionic forces, which the model leaves out, must be weighed against this, and the level shift alone says nothing about ferroelectric switching.

Q: How do these numbers compare with a working memory capacitor?

A: The bond length of 0.21 nm and the hoppings are rough typical values, not a fit. Real three-coordinate oxygens in hafnia are only roughly planar, in the polar phase used for memory as well as in the common monoclinic one. Vibration alone breaks planarity. At 358 K, with a rough phonon energy of 0.040 eV, the root-mean-square oxygen displacement along the normal is 0.0076 nm, which gives a sigma hopping of $2.8\times0.0076/0.21=0.10$ eV. A field of 2 MV/cm along the normal, acting on an effective charge of size $5e$ held by the same phonon spring, would shift the oxygen by 0.0016 nm and add about 0.02 eV. This charge is set high: $5e$ is roughly the hafnium value, and neutrality leaves each of the two oxygens per hafnium about half of it on average, so the shift and the hopping are nearer half these numbers. Either way, this is the response within one polarization state, not the much larger movement during switching.

More distant atoms matter more. A second-shell hafnium 0.36 nm away on the normal would have a sigma hopping of about 0.4 eV, if $V_{pd\sigma}$ falls as $d^{-7/2}$ that far out. Spin-orbit coupling in the hafnium d shell, roughly 0.4 eV, lets $p_z$ reach the sigma orbitals indirectly. The crude scale $1.3\times0.4/8=0.065$ eV overstates this: adding $\xi\,\mathbf L\cdot\mathbf S$ with $\xi=0.4$ eV to the OHf$_3$ unit gives an effective coupling of 0.02 to 0.03 eV and moves the level by about 1 meV.

Q: So would I see a separate $p_z$ level in a photoemission spectrum?

A: I would not expect one, because of the neighbouring oxygens. Their p levels lie close in energy, so hopping between them acts at first order instead of being divided by a large $\Delta_d$. Take a rough sigma hopping of 0.6 eV to one oxygen on the normal. Two equal $p_z$-type levels, each with oxygen share 0.936, then split by $2\times0.6\times0.936=1.12$ eV. That is nearly the whole 1.20 eV separation found in the isolated unit, though it is an idealized case: a real oxygen in hafnia has many oxygen neighbours, but they lie off the normal.

I therefore expect the orbital to spread into the valence band, though this estimate does not show by how much. The local statement still holds under its conditions: in a planar site, the p orbital along the normal has no sigma hopping to the three nearest hafniums. The numerical output below lists the couplings and the puckering series. What it cannot supply is the band structure, which needs the full crystal.

## Numbers as computed

```
INPUTS (round, rough regime of hafnia)
bond length 0.21 nm
bond directions 0 105 215 deg
angles between bonds 105 110 145 deg
V_pd_sigma -2.8 eV, V_pd_pi 1.3 eV
V_ps_sigma -2.5 eV
delta_d 8.0 eV, delta_s 12.0 eV
GAUSSIAN TEST ORBITALS (not Hf)
p-d sigma integral -14.321 eV
p-d pi integral 5.624 eV
largest error of angular laws 4e-16 hartree
p_z sigma zero holds in plane to 1e-9: True
p_z-s coupling, charge off plane 0.050 eV
PLANAR UNIT: p_z hopping to Hf d orbitals
Hf 1: to xz 1.300 eV, to yz 0.000 eV, sigma 0.000 eV
Hf 2: to xz -0.336 eV, to yz 1.256 eV, sigma 0.000 eV
Hf 3: to xz -1.065 eV, to yz -0.746 eV, sigma 0.000 eV
mu of the three p orbitals 0.000 1.176 1.824
mu in a regular tetrahedron 1.333 (all three)
oxygen-like levels -2.365 -1.790 -0.590 eV
p_z level above next level 1.199 eV
oxygen share of p_z level 0.936
p_z level without pi hopping 0.000 eV
PUCKERING at fixed bond length
h 0.00 nm: sigma hop 0.000 eV, smallest mu 0.0000, top level -0.5902 eV
h 0.01 nm: sigma hop 0.133 eV, smallest mu 0.0065, top level -0.5976 eV
h 0.02 nm: sigma hop 0.267 eV, smallest mu 0.0260, top level -0.6196 eV
h 0.04 nm: sigma hop 0.533 eV, smallest mu 0.1035, top level -0.7063 eV
NEGLECTED EFFECTS (rough inputs)
temperature 358 K, phonon 0.040 eV
rms O vibration 0.0076 nm, sigma hop 0.101 eV
field 2.0 MV/cm, effective charge 5 e
field shift of O 0.0016 nm, sigma hop 0.022 eV
second-shell Hf at 0.36 nm on the normal,
  sigma hop scaled as d^(-7/2) 0.424 eV
O-O sigma hop, neighbour on the normal 0.6 eV
  splitting of two equal p levels 1.12 eV
  mixing with a level at the next-level gap 0.147
Hf d spin-orbit energy 0.4 eV
  order of induced hop to even d 0.065 eV
```
